# Limits on the Photoelectron Asymmetry Parameter for Randomly Oriented Targets, part 1

(Sections cited here and not found follow in the second part.)

## From the dipole amplitude to the angular law

Q: The angular distribution of photoelectrons is often reduced to one number, $\beta$. I doubt that one number can describe emission from a complicated molecule, and I doubt even more that this number must lie in a fixed interval. What does it stand for?

A: Let $\boldsymbol\epsilon$ be the real unit vector along the electric field of fully linearly polarized light, $\hat{\mathbf k}$ the direction in which the electron reaches a distant detector, and $\theta$ the angle between them. The parameter is defined by

$$\frac{d\sigma}{d\Omega}=\frac{\sigma}{4\pi}\left[1+\beta P_2(\cos\theta)\right],\qquad P_2(x)=\frac{3x^2-1}{2}.$$

Here $\sigma$ is the cross section integrated over all directions, and it must be positive for $\beta$ to have a meaning. The formula is a claim about physics as well as a definition, because it says that no other angular function appears.

Q: Suppose I grant the formula for a moment. What interval follows?

A: A cross section cannot be negative, so $1+\beta P_2\ge 0$ at every angle. Since $\cos^2\theta$ runs from 0 to 1, $P_2$ runs from $-1/2$ to $1$. The expression $1+\beta P_2$ is a straight line in $P_2$, so its smallest value lies at one end of that range. The two ends give

$$1+\beta\ge 0,\qquad 1-\tfrac12\beta\ge 0,$$

which means $-1\le\beta\le 2$. Conversely, if both inequalities hold, the line is non-negative between its ends as well.

Q: That took two lines, so all the weight rests on the formula. A general non-negative function of angle has many Legendre components. Why should the others be absent?

A: Positivity does not remove them. Three physical conditions do: the electron is ejected by one photon at first order in the field, the field acts through the electric dipole, and the targets are randomly oriented. I take them one at a time, starting with the amplitude.

In the dipole approximation the field is uniform across the target. The interaction is then proportional to $\boldsymbol\epsilon\cdot\mathbf r$, where $\mathbf r$ is the sum of the electron positions. At first order the transition amplitude contains this operator once. For an initial state $i$ and a final state with the electron leaving along $\hat{\mathbf k}$, it is

$$\langle f,\mathbf k|\,\boldsymbol\epsilon\cdot\mathbf r\,|i\rangle=\sum_i \epsilon_i D_{f,i}(\hat{\mathbf k})=\boldsymbol\epsilon\cdot\mathbf D_f(\hat{\mathbf k}).$$

On the right, the index $i$ counts Cartesian components. The vector $\mathbf D_f$ has three complex components and may depend on $\hat{\mathbf k}$ in any way the target dictates. It does not depend on $\boldsymbol\epsilon$. The label $f$ stands for a channel: one initial state taken together with one set of final quantum numbers that the detector does not resolve.

Q: You have hidden the electron correlation, the shape of the molecule and the scattering of the outgoing electron in $\mathbf D_f$.

A: Yes, and the argument needs no knowledge of them. It uses just the linear dependence on $\boldsymbol\epsilon$. The rate is proportional to the squared modulus of the amplitude, and different channels add as intensities:

$$I=\sum_f\left|\boldsymbol\epsilon\cdot\mathbf D_f(\hat{\mathbf k})\right|^2.$$

I absorb statistical weights, densities of final states and common constants into the normalization of $\mathbf D_f$. All of these are non-negative factors in the intensity and do not depend on direction.

One restriction enters here. If the electron spin were measured along an axis fixed in the laboratory, that axis would be a second special direction. I therefore assume that the spin is not resolved and is summed over.

Q: The vector $\mathbf D_f$ belongs to the target, but $\boldsymbol\epsilon$ and $\hat{\mathbf k}$ belong to the laboratory. How do you average over orientations?

A: Turning the target while the light and the detector stay fixed is equivalent to turning the light and the detector together, in the opposite sense, while the target stays fixed. I use the second view. The functions $\mathbf D_f$ then remain the same, and the pair $(\hat{\mathbf k},\boldsymbol\epsilon)$ is carried through all rotations with equal weight. The angle $\theta$ inside the pair never changes.

For a molecule, this takes the nuclear frame as having a definite orientation during the ionization. For a free atom there is no frame to turn. There the corresponding condition is that all magnetic substates of the initial level are equally populated, with no fixed phase relation between them, and that all those of the ion are summed. A coherent superposition with equal populations has a direction of its own and does not qualify. The summed intensity is then already unchanged by rotations, and averaging it over rotations alters nothing. The same formulas therefore cover both cases.

Q: An average over all rotations of an unknown function looks hopeless without angular-momentum algebra.

A: It becomes simple when it is done in two stages. A uniformly random rotation of the pair can be produced by choosing $\hat{\mathbf k}$ uniformly on the sphere and then turning $\boldsymbol\epsilon$ about $\hat{\mathbf k}$ by a uniformly random angle $\varphi$. During the second stage $\hat{\mathbf k}$ is fixed, so the unknown vector $\mathbf D_f(\hat{\mathbf k})$ is a constant.

Choose unit vectors $\mathbf u$ and $\mathbf v$ that are perpendicular to $\hat{\mathbf k}$ and to each other. Then

$$\boldsymbol\epsilon=\cos\theta\,\hat{\mathbf k}+\sin\theta\,(\cos\varphi\,\mathbf u+\sin\varphi\,\mathbf v).$$

The intensity contains the products $\epsilon_i\epsilon_j$. Multiplying out gives

$$\begin{aligned}
\epsilon_i\epsilon_j={}&\cos^2\theta\,k_ik_j\\
&+\sin\theta\cos\theta\,[\cos\varphi\,(k_iu_j+u_ik_j)+\sin\varphi\,(k_iv_j+v_ik_j)]\\
&+\sin^2\theta\,[\cos^2\varphi\,u_iu_j+\sin^2\varphi\,v_iv_j\\
&\qquad\quad+\sin\varphi\cos\varphi\,(u_iv_j+v_iu_j)],
\end{aligned}$$

where $k_i$ are the components of the unit vector $\hat{\mathbf k}$. Over a full turn, $\cos\varphi$, $\sin\varphi$ and $\sin\varphi\cos\varphi$ average to zero, while $\cos^2\varphi$ and $\sin^2\varphi$ average to $1/2$. What remains is

$$\langle\epsilon_i\epsilon_j\rangle_\varphi=\cos^2\theta\,k_ik_j+\tfrac12\sin^2\theta\,(u_iu_j+v_iv_j).$$

The three vectors $\hat{\mathbf k},\mathbf u,\mathbf v$ form an orthonormal basis, so $k_ik_j+u_iu_j+v_iv_j=\delta_{ij}$. Therefore

$$\langle\epsilon_i\epsilon_j\rangle_\varphi=\cos^2\theta\,k_ik_j+\tfrac12\sin^2\theta\,(\delta_{ij}-k_ik_j).$$

Q: The components of $\mathbf D_f$ are complex. Their phases produce interference between the parts along and across $\hat{\mathbf k}$. Where has that gone?

A: For one fixed orientation it is present, in the terms with $\sin\theta\cos\theta$. Those terms change sign when $\boldsymbol\epsilon$ is turned by half a turn about $\hat{\mathbf k}$, and so they cancel in the average. To see what survives, contract the averaged product with the amplitudes:

$$\sum_{ij}\langle\epsilon_i\epsilon_j\rangle_\varphi D_{f,i}D_{f,j}^*=\cos^2\theta\,|\hat{\mathbf k}\cdot\mathbf D_f|^2+\tfrac12\sin^2\theta\left(|\mathbf D_f|^2-|\hat{\mathbf k}\cdot\mathbf D_f|^2\right).$$

The last bracket is also a square. Define the part of the amplitude vector across $\hat{\mathbf k}$ by

$$\mathbf D_f^\perp=\mathbf D_f-\hat{\mathbf k}\,(\hat{\mathbf k}\cdot\mathbf D_f).$$

Its squared length is

$$|\mathbf D_f^\perp|^2=|\mathbf D_f|^2-2|\hat{\mathbf k}\cdot\mathbf D_f|^2+|\hat{\mathbf k}\cdot\mathbf D_f|^2=|\mathbf D_f|^2-|\hat{\mathbf k}\cdot\mathbf D_f|^2.$$

The factor $-2$ comes from the two equal cross terms, and the final positive term from the squared length of the subtracted vector.

Phases still matter inside each part. The component $\hat{\mathbf k}\cdot\mathbf D_f$ may itself be a sum of several partial waves, and these interfere.

Q: The average over $\hat{\mathbf k}$ is still to be done. Can it bring back a complicated function of $\theta$?

A: No. All dependence on $\theta$ now stands in the factors $\cos^2\theta$ and $\sin^2\theta$, which are the same for every $\hat{\mathbf k}$. Write $\langle\cdots\rangle$ for the uniform average over the sphere of directions $\hat{\mathbf k}$ in the target frame. Then

$$I(\theta)=A\cos^2\theta+B\sin^2\theta,$$

$$A=\Big\langle\sum_f|\hat{\mathbf k}\cdot\mathbf D_f|^2\Big\rangle,\qquad B=\tfrac12\Big\langle\sum_f|\mathbf D_f^\perp|^2\Big\rangle.$$

Both constants are averages of squared moduli, so $A\ge 0$ and $B\ge 0$. Their meaning follows by setting the angle: $I(0)=A$ is the intensity along the polarization, and $I(\pi/2)=B$ is the intensity across it.

Q: A chiral molecule distinguishes left from right. Your law gives equal intensity at $\theta$ and $\pi-\theta$. Did you assume inversion symmetry without saying so?

A: No symmetry of the target was used. The equality comes from the light: $\boldsymbol\epsilon$ and $-\boldsymbol\epsilon$ give the same intensity, because it is quadratic in the field, and after the orientation average no other axis is left.

The real polarization vector is essential here. Take circular light, $\boldsymbol\epsilon=(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$, travelling along $\hat{\mathbf q}=\hat{\mathbf x}\times\hat{\mathbf y}$. Then

$$\epsilon_i\epsilon_j^*=\tfrac12(x_ix_j+y_iy_j)-\tfrac{i}{2}(x_iy_j-y_ix_j).$$

The second bracket is antisymmetric in $i$ and $j$. Contracted with $D_{f,i}D_{f,j}^*$ it gives $-\frac{i}{2}\hat{\mathbf q}\cdot(\mathbf D_f\times\mathbf D_f^*)$. Turning $\hat{\mathbf q}$ about $\hat{\mathbf k}$ leaves its component along $\hat{\mathbf k}$, and the result is

$$-\tfrac{i}{2}\,(\hat{\mathbf q}\cdot\hat{\mathbf k})\,\hat{\mathbf k}\cdot(\mathbf D_f\times\mathbf D_f^*).$$

This term is odd in $\hat{\mathbf q}\cdot\hat{\mathbf k}$, and its second factor changes sign under reflection. A mirror plane, an inversion centre or an improper rotation axis of the target therefore makes its average vanish. For a chiral target, which has none of these, nothing forces it to vanish. For a real $\boldsymbol\epsilon$ the product $\epsilon_i\epsilon_j$ is symmetric, and the term is absent from the start.

Q: I would like to see this hold for a target with no symmetry at all, with the rotations actually carried out.

A: That was tested with 30 targets whose amplitude vectors have random complex coefficients, two channels each, and terms up to second degree in the components of $\hat{\mathbf k}$. The intensity was averaged over three-dimensional rotations at six angles, on both sides of $\theta=\pi/2$, and compared with $A\cos^2\theta+B\sin^2\theta$, where $A$ and $B$ came from separate averages over the sphere. The two agreed in every case.

The first of these targets has $A=8.0559$ and $B=8.0202$ in arbitrary units, so after the average over orientations its emission is almost equal in all directions. Such a sample supports the angular law. It says little about the ends of the interval, because its values of $\beta$ lie between about $-0.21$ and $0.29$.

Q: Then connect $A$ and $B$ with $\beta$.

A: Solve the definition of $P_2$ for the squared cosine, and subtract from 1 for the squared sine:

$$\cos^2\theta=\frac{1+2P_2}{3},\qquad \sin^2\theta=\frac{2-2P_2}{3}.$$

Insert both and collect terms:

$$I=\frac{A+2B}{3}+\frac{2(A-B)}{3}P_2=\frac{A+2B}{3}\left[1+\frac{2(A-B)}{A+2B}P_2\right].$$

This is the form we started from. Since

$$\int P_2\,d\Omega=2\pi\int_{-1}^{1}\frac{3x^2-1}{2}\,dx=\pi\left[x^3-x\right]_{-1}^{1}=0,$$

the integral over directions keeps the first term alone. With the common constants absorbed as before,

$$\sigma=\frac{4\pi}{3}(A+2B),\qquad \beta=\frac{2(A-B)}{A+2B}.$$

The condition $\sigma>0$ excludes the case in which $A$ and $B$ both vanish.

Q: Does the interval now follow without another appeal to the angular function?

A: Yes. Measure the distance of $\beta$ from each end:

$$\beta+1=\frac{2A-2B+A+2B}{A+2B}=\frac{3A}{A+2B}\ge 0,$$

$$2-\beta=\frac{2A+4B-2A+2B}{A+2B}=\frac{6B}{A+2B}\ge 0.$$

Hence $-1\le\beta\le 2$. The two equations also say what the ends mean. The value $-1$ requires $A=0$, no emission along the polarization, and the distribution is then proportional to $\sin^2\theta$. The value $2$ requires $B=0$, no emission across it, and the distribution is proportional to $\cos^2\theta$.

Q: Why is the interval lopsided? I would expect equal room on both sides of isotropy.

A: Isotropy means $A=B$, which gives $\beta=0$. Space has one direction along $\boldsymbol\epsilon$ and two independent directions across it, which is why the total contains $A+2B$. The quantity $A/(A+2B)$ can run from 0 to 1, and its isotropic value is $1/3$. Because $\beta+1$ is three times this quantity, the isotropic point lies one third of the way along the interval.

Q: What if several channels overlap in the detector, each with its own asymmetry?

A: Intensities add, so $A=\sum_fA_f$ and $B=\sum_fB_f$. Since $\sigma\beta=\frac{8\pi}{3}(A-B)$ is linear in these constants, the products add too:

$$\beta=\frac{\sum_f\sigma_f\beta_f}{\sum_f\sigma_f}.$$

This is an average with non-negative weights, so mixing channels cannot take $\beta$ outside the interval.

## Reaching the ends, a real atom, and the limits of the result

The symbols carried over are the polarization $\boldsymbol\epsilon$, the electron direction $\hat{\mathbf k}$, the angle $\theta$ between them, and the amplitude vector $\mathbf D_f(\hat{\mathbf k})$ of channel $f$. Random orientation gives $I=A\cos^2\theta+B\sin^2\theta$, where $A$ is the mean of $\sum_f|\hat{\mathbf k}\cdot\mathbf D_f|^2$ and $B$ is half the mean of $\sum_f|\mathbf D_f^\perp|^2$. The asymmetry parameter is $\beta=2(A-B)/(A+2B)$, and it lies between $-1$ and $2$.

For one-photon dipole ionization of randomly oriented targets by linearly polarized light, with the electron spin unresolved, the angular law has just two non-negative constants, and $-1\le\beta\le 2$ follows. It remains to see whether targets can reach the two ends, what value a real atom gives, and where the result stops applying.
